\section*{Superjunction On-Resistance: Pitch Scaling, Charge Imbalance and the On-State Pitch Floor, part 2}

How small should the pitch of a high-voltage drift region of alternating n and p pillars be, given charge errors and on-state depletion? Each pillar has width \(w\) and length \(L\), and the pitch is \(P=2w\). The source is at \(y=0\), the drain at \(y=L\), and the p pillars are tied to the source. Resistances are specific (resistance times total area), without contacts, channel, substrate and current spreading. Electrons of constant mobility \(\mu\) carry the current; \(\varepsilon\) is the permittivity and \(q\) the elementary charge.

With equal ionization rates \(AE^7\) for electrons and holes, breakdown requires
\begin{equation}
\int A E^7\,ds=1.
\label{eq:aval}
\end{equation}
The balanced, laterally averaged column breaks down at voltage \(V\) and vertical field \(E_0=V/L\), so \(AE_0^7L=1\). With n doping \(N\), the peak lateral field is \(E_x=qNw/(2\varepsilon)=\eta E_0\), and without on-state depletion
\begin{equation}
R_0=\frac{wL}{\mu\varepsilon\eta E_0}
=\frac{wV}{\mu\varepsilon\eta E_0^2}
=\frac{PV}{2\mu\varepsilon\eta E_0^2}.
\label{eq:law}
\end{equation}
End fields add \(aE_x\), \(a=0.7425\), at the source end of the n-pillar centre and subtract it at the drain end; the order is reversed at the p-pillar centre.

Now let the p doping be \(N(1-\delta)\). The alternating charge density becomes \(\rho_{\rm alt}=qN(1-\delta/2)\), which scales the lateral and end fields by \(1-\delta/2\). At total voltage \(V'\) the laterally averaged field, the slope of the average potential \(\bar\phi\), is tilted:
\begin{equation}
E(y)=\bar\phi'(y)=\frac{V'}{L}+s\left(\frac L2-y\right),\qquad
s=\frac{qN\delta}{2\varepsilon}=\frac{\delta E_x}{w}.
\label{eq:tilt}
\end{equation}
The tilt is measured by
\begin{equation}
u=\frac{sL}{E_0}=\frac{\delta\eta L}{w}.
\label{eq:u}
\end{equation}

The silicon example has \(V=650\) V, \(w=2\ \mu\)m, \(\eta=0.5\), 300 K, relative permittivity 11.7, \(A=1.8\times10^{-35}\ {\rm cm^{-1}(V/cm)^{-7}}\) and \(\mu=1224\ {\rm cm^2/Vs}\). This gives \(E_0=0.210\) MV/cm, \(L=31.0\ \mu\)m, \(N=6.79\times10^{15}\ {\rm cm^{-3}}\) and \(R_0=4.66\ {\rm m\Omega\,cm^2}\). End fields lower its balanced breakdown voltage to 643 V.

\subsection{Linear or quadratic?}

The answer depends on what is taken to cause breakdown. Suppose first that breakdown occurs when the largest field reaches a fixed value. The tilt adds \(|s|L/2\) to the peak, so at fixed length and doping the mean field must fall by that amount. Neglecting the small change of the alternating part, the fractional voltage loss is \(|u|/2\). This is linear in \(|\delta|\).

The avalanche integral responds differently, because multiplication gained at one end is partly repaid at the other. Set \(t=1/2-y/L\), which runs from \(-1/2\) to \(1/2\), and let \(e=V'/(LE_0)\) be the new mean field relative to the old. In the laterally averaged column Eq.~(\ref{eq:aval}) becomes
\begin{equation}
AE_0^7L\int_{-1/2}^{1/2}(e+ut)^7dt=1 .
\end{equation}
The prefactor is one. Odd powers of \(t\) integrate to zero, while \(\int t^2dt=1/12\) and \(\int t^4dt=1/80\). The binomial coefficients 21 and 35 then give
\begin{equation}
e^7+\frac74u^2e^5+\frac7{16}u^4e^3+\cdots=1 .
\label{eq:series}
\end{equation}
To leading order put \(e=1-\ell\), where \(\ell\) is the fractional voltage loss. Then \(-7\ell+7u^2/4=0\), and
\begin{equation}
\ell=\frac{V-V'}{V}=\frac{u^2}{4}=\frac14\left(\frac{\delta\eta L}{w}\right)^2 .
\label{eq:quad}
\end{equation}
For the next order insert \(\ell=u^2/4+cu^4\) in Eq.~(\ref{eq:series}). The terms in \(u^4\) are
\begin{equation}
-7c+\frac{21}{16}-\frac{35}{16}+\frac7{16}=0,
\end{equation}
so \(c=-1/16\). The calculation also assumes that the averaged field stays positive, \(e>|u|/2\). At the limit \(e=|u|/2\) the field is a triangle and the integral is \(|u|^7/8\), so breakdown there requires \(|u|=8^{1/7}=1.35\). The assumption therefore holds for \(|u|<1.35\).

The resistance penalty follows if the rated voltage must be kept. Hold \(N\), \(w\) and \(\delta\), and lengthen the column to \(L(1+\lambda)\). The mean field falls as \((1+\lambda)^{-1}\). To leading order the breakdown condition is
\begin{equation}
(1+\lambda)^{-7}(1+\lambda)\left(1+\frac74u^2\right)=1,
\qquad 6\lambda=\frac74u^2 .
\end{equation}
At fixed doping \(R\) is proportional to length, so
\begin{equation}
\frac{R}{R_0}=1+\frac7{24}\left(\frac{\delta\eta L}{w}\right)^2 .
\label{eq:penalty}
\end{equation}
This is the quadratic sensitivity of the on-resistance, for equal ionization rates, within the averaged column and for small \(u\). Root searches at \(u=0.10\) give coefficients of 0.2494 for the voltage loss and 0.2937 for the resistance penalty, against \(1/4\) and \(7/24=0.2917\).

Equal rates matter here. In silicon electrons ionize more readily than holes, and the two rates vary differently with field. The odd terms then do not cancel completely, and a linear term that changes sign with \(\delta\) remains even in a uniform column. With the rates of van Overstraeten and de Man its coefficient is about \(+0.04\) per unit \(u\), comparable with the end term found next, and the quadratic coefficient is about 0.22. The results below keep the equal-rate model.

\subsection{The linear remnant from the ends}

The cancellation of odd terms relied on a uniform balanced field. A real centre line has a high field at one end and a low field at the other, so tilting it has a first-order effect. Let \(E_c(y)\) be the field on the n-pillar centre line at the balanced breakdown voltage, now including end fields. Add a small tilt and a voltage change \(\Delta V\), neglecting the change in \(\rho_{\rm alt}\). The integral stays at one if
\begin{equation}
\int_0^L7E_c^6\left[\frac{\Delta V}{L}+sLt\right]dy=0 .
\end{equation}
With \(u=sL^2/V\), where \(V\) is now the breakdown voltage including end fields,
\begin{equation}
-\frac{\Delta V}{V}=c_1u,\qquad
c_1=\frac{\int_0^LE_c^6\,(1/2-y/L)\,dy}{\int_0^LE_c^6\,dy}.
\end{equation}
For \(u<0\) the p-pillar centre line takes over by symmetry, and the loss is \(c_1|u|\). In the numerator the uniform middle cancels. What remains comes from two end regions whose lengths are proportional to \(w\), so at fixed \(\eta\) the coefficient \(c_1\) is of order \(w/L\).

Combining this with the averaged quadratic term gives the working approximation
\begin{equation}
\ell\simeq c_1|u|+\frac{u^2}{4}.
\label{eq:both}
\end{equation}
The example has \(c_1=0.052\). The following losses are relative to the balanced 643 V, at fixed length and n doping. The last column comes from the two-dimensional field lines.
\begin{center}
\begin{tabular}{ccccc}
\(\delta\) (\%) & \(u\) & \(u^2/4\) (\%) & Eq.~(\ref{eq:both}) (\%) & 2D (\%)\\
2 & 0.156 & 0.61 & 1.43 & 1.40\\
5 & 0.391 & 3.82 & 5.87 & 5.62\\
7 & 0.548 & 7.49 & 10.36 & 9.60
\end{tabular}
\end{center}
The next averaged term, \(-u^4/16\), supplies 0.56 of the 0.76 percentage points missing in the last row. The remainder has not been separated into its causes. A finer integration step moves the last entry to 9.61. For negative \(\delta\) the alternating charge is larger instead of smaller, and the losses on the p-pillar centre line are 1.47, 5.86 and 10.02 per cent.

The two terms are equal at \(|u|=4c_1\), here \(|\delta|=2.7\) per cent. Below this the response is mainly linear, and above it mainly quadratic. Since \(c_1\propto w/L\) and \(u\propto\delta L/w\), the crossover imbalance scales as \((w/L)^2\) at fixed \(\eta\). Slender pillars therefore approach the quadratic law sooner, but they also have the larger quadratic coefficient.

This is the price of a larger \(\eta\). Raising it lowers \(R_0\) as \(1/\eta\), while the quadratic loss grows as \(\eta^2\) at fixed relative imbalance. The value 0.5 is a compromise, not an optimum derived here. Depletion also sets a bound: for an excess of donors, the field at the drain end of the n-pillar centre, \(V'/L-sL/2-aE_x(1-\delta/2)\), must stay positive.

\subsection{Turning the device on}

The n pillar has so far been taken to conduct over its full width. In the on state, however, the junctions on both sides still deplete part of it. Begin with zero drain bias and a pillar wide enough to have a neutral core. Let \(X\) be the distance from the junction into the n pillar, \(\psi\) the potential measured from the junction, and \(V_T=kT/q\). Equal doping places the intrinsic point at the junction, so \(n=n_ie^{\psi/V_T}\) and \(p=n_ie^{-\psi/V_T}\), with
\begin{equation}
\frac{d^2\psi}{dX^2}=-\frac q\varepsilon(N-n+p).
\end{equation}
Multiply by \(d\psi/dX\) and integrate from the junction to the core, where the slope is zero and \(\psi=\psi_b=V_{bi}/2\). Here \(V_{bi}=2V_T\ln(N/n_i)\) is the built-in voltage, which follows from \(n\simeq N\) in the core. Since \(\int n\,d\psi=V_T(N-n_i)\) to the accuracy \(n\simeq N\) in the core, and terms in \(n_i\) and \(p\) are negligible beside \(N\),
\begin{equation}
\left(\frac{d\psi}{dX}\right)^2_{X=0}
=\frac{2qN}{\varepsilon}(\psi_b-V_T)
=\frac{qN}{\varepsilon}(V_{bi}-2V_T).
\end{equation}
By Gauss's law this slope times \(\varepsilon/q\) is the number of missing electrons per junction area. Setting it equal to \(Nx_n\) defines the lost width,
\begin{equation}
x_n=\sqrt{\frac{\varepsilon V_j}{qN}},\qquad V_j=V_{bi}-2V_T .
\end{equation}
The correction \(2V_T\) accounts for the electron tail inside the depletion edge.

The doping is tied to the width by \(qN=2\varepsilon\eta E_0/w\). Hence
\begin{equation}
2x_n=2\sqrt{\frac{V_jw}{2\eta E_0}}=\sqrt{w_0w},\qquad
w_0=\frac{2V_j}{\eta E_0}.
\end{equation}
The conducting width is \(w-\sqrt{w_0w}\), and the on-state resistance becomes
\begin{equation}
R_{\rm on}=\frac{wV}{\mu\varepsilon\eta E_0^2}\;
\frac1{1-\sqrt{w_0/w}} .
\label{eq:ron}
\end{equation}
For \(w\gg w_0\) the pitch law returns. At \(w=w_0\) the depletion regions meet, which sets the pitch floor \(2w_0=4V_j/(\eta E_0)\). Heavier doping in narrow pillars thins each depletion region, but only as \(\sqrt w\), more slowly than the pillar itself shrinks.

With an intrinsic density \(n_i=10^{10}\ {\rm cm^{-3}}\), the example has \(V_j=0.643\) V and \(w_0=0.1225\ \mu\)m. The factor is \(1/(1-\sqrt{0.1225/2})=1.33\), raising the resistance from 4.66 to \(6.19\ {\rm m\Omega\,cm^2}\). A numerical solution of the nonlinear Poisson--Boltzmann equation gives the same factor to four decimals.

\subsection{The best pitch lies above the floor}

At fixed \(V\), \(\eta\), \(\mu\) and \(V_j\), put \(z=\sqrt w\) and \(z_0=\sqrt{w_0}\). Equation~(\ref{eq:ron}) is proportional to \(z^3/(z-z_0)\). Its derivative vanishes when
\begin{equation}
3z^2(z-z_0)-z^3=0,\qquad z=\frac32z_0,\qquad w_{\rm best}=\frac94w_0 .
\end{equation}
Equation~(\ref{eq:ron}) diverges at \(w_0\) and grows at large \(w\), so this is its minimum. The divergence belongs to the sharp depletion edge; the electron tail keeps the actual resistance finite. In the example the Poisson--Boltzmann value at the nominal pinch-off pitch of 0.30 \(\mu\)m is \(9.6\ {\rm m\Omega\,cm^2}\), about four times the minimum, and it climbs steeply below that pitch, to about 30 at 0.26 \(\mu\)m and 170 at 0.22 \(\mu\)m. The depletion factor there is 3, and
\begin{equation}
P_{\rm best}=\frac{9V_j}{\eta E_0},\qquad
R_{\rm min}=\frac{27}{4}\frac{w_0V}{\mu\varepsilon\eta E_0^2}
=\frac{27V_jV}{2\mu\varepsilon\eta^2E_0^3}.
\end{equation}

Since \(V_{bi}\) rises slowly with doping, the numbers must be found self-consistently. Pinch-off occurs at a pitch of 0.30 \(\mu\)m. At the best pitch \(V_j=0.738\) V and \(w_0=0.1406\ \mu\)m, giving \(P_{\rm best}=4.5w_0=0.633\ \mu\)m and \(R_{\rm min}=2.21\ {\rm m\Omega\,cm^2}\). A direct search with the Poisson--Boltzmann electron density finds 0.660 \(\mu\)m and the same resistance to three digits.

The shift in pitch comes from the variation of \(V_j\). Because \(N\propto1/w\), \(d\ln V_j/d\ln w=-2V_T/V_j=-0.070\). Thus \(r=\sqrt{w_0/w}\) varies locally as \(w^{-b}\), with \(b=(1+0.070)/2=0.535\). Minimizing \(w/(1-r)\) gives \(1-br/(1-r)=0\), or \(r=1/(1+b)=0.651\). Then \(w=w_0/r^2=2.36w_0\) instead of \(2.25w_0\), a rise of 4.7 per cent. Since \(w_0\) itself falls slightly at the larger width, the self-consistent rise is 4.4 per cent, against 4.3 per cent in the direct search.

\subsection{Does the floor decide the design?}

Drain bias makes the floor worse. The p pillar remains near source potential while the n pillar rises towards the drain, so the junction voltage at the drain end is \(V_j+V_D\). Full depletion, \(2x_n=w\), requires a junction voltage
\begin{equation}
V_p=\frac{qNw^2}{4\varepsilon}=\frac{\eta E_0w}{2}.
\end{equation}
The drain end closes when \(V_D=V_p-V_j\). At \(w=9w_0/4\) this is \(5V_j/4=0.92\) V. For a drain bias of 1 V the pitch must exceed 0.66 \(\mu\)m to avoid closure, so the zero-bias optimum lies at the edge of closure.

Charge control is also demanding. Allowing a five per cent loss from the quadratic term alone gives \(u=\sqrt{0.2}\), or \(\delta=5.8\) per cent at \(w=2\ \mu\)m, but 0.9 per cent at the best pitch. Including the linear term from the ends reduces the first figure to about 4.5 per cent. The unequal ionization rates of silicon make the window asymmetric. With the rates of van Overstraeten and de Man, on the centre lines of a 34.4 \(\mu\)m column with \(w=2\ \mu\)m, the n-pillar line breaks down first at balance, a p excess of one or two per cent raises the breakdown voltage by about 0.6 per cent, and the five per cent loss is reached near \(\delta=+3.8\) and \(-5.9\) per cent. If the process cannot hold the smaller tolerance, imbalance limits the pitch before pinch-off does.

The example lies in the regime of silicon superjunction transistors rated near 600 V. Its 4 \(\mu\)m pitch is at the narrow end of a rough practical range of several to more than ten micrometres; the 0.63 \(\mu\)m optimum is far below that range. Real devices run hot: with a rough mobility law \(T^{-2.3}\) and the depletion factor left at its 300 K value, resistance at 400 K is 1.94 times that at 300 K, taking 6.2 to about \(12\ {\rm m\Omega\,cm^2}\). Constant mobility also fails in narrow pillars. At the best-pitch doping, \(4.3\times10^{16}\ {\rm cm^{-3}}\), a rough doping law gives \(925\ {\rm cm^2/Vs}\) and raises the resistance at that pitch from 2.21 to \(2.92\ {\rm m\Omega\,cm^2}\). With this mobility law the optimum itself moves to a pitch of 0.78 \(\mu\)m and \(2.84\ {\rm m\Omega\,cm^2}\). Diffusion of dopants between pillars, and the resistances excluded at the start, would add to these values and have not been sized.

Two other approximations are safe here. The best-pitch doping is 0.15 per cent of the effective conduction-band density, so Boltzmann statistics suffice. For tunnelling through a triangular barrier of height \(E_g\) in field \(F\), twice the integral of \(\sqrt{2m(E_g-qFx)}/\hbar\) is \(4\sqrt{2m}E_g^{3/2}/(3q\hbar F)\). With a gap of 1.12 eV, a rough mass of 0.2 electron masses and the peak end field of the 2 \(\mu\)m example, this exponent is 127, which makes tunnelling negligible beside avalanche. The numerical output lists the remaining digits.

\section*{Computed results}
\begin{verbatim}
Input: voltage 650 V, pillar width 2.0 um
Input: eta 0.50, temperature 300 K
Input: relative permittivity 11.7
Input: A 1.8e-35 cm^-1 (V/cm)^-7
Input: intrinsic density 1.0e+10 cm^-3
Mean vertical field E0: 0.2099 MV/cm
Peak lateral field: 0.1049 MV/cm
Pillar length: 30.97 um; doping: 6.785e+15 cm^-3
Electron mobility: 1224 cm2/Vs
Ideal superjunction resistance: 4.656 mOhm cm2
Resistance ratio on doubling V: 2.520
Conventional layer: 49.16 um, 72.10 mOhm cm2
Conventional / superjunction: 15.49
End-field factor 8G/pi^2: 0.7425
Largest eta for depleted ends: 1.347
Poisson test, eta 0.50, delta 0.10, L/w 5:
 source field/E0 numeric 1.4772, formula 1.4777
 drain field/E0 numeric 0.5228, formula 0.5223
Averaged column, test tilt u: 0.10
 voltage-loss coefficient: 0.2494 (1/4)
 resistance coefficient: 0.2937 (7/24 = 0.2917)
Breakdown with end fields: 643.4 V
Linear coefficient c1: 0.0523
Linear = quadratic loss at delta: 2.67 %
delta %, u, quadratic %, linear+quadratic %, 2D loss %:
 2, 0.156, 0.61, 1.43, 1.40
 5, 0.391, 3.82, 5.87, 5.62
 7, 0.548, 7.49, 10.36, 9.60
With end fields: eta, length um, resistance mOhm cm2:
 0.25, 31.06, 9.363
 0.50, 31.33, 4.764
 1.00, 32.63, 2.584
Junction voltage Vj at w = 2.0 um: 0.6426 V
Reference w0: 0.1225 um; on factor: 1.3288
On factor from Poisson-Boltzmann: 1.3288
Reference on-state resistance: 6.187 mOhm cm2
Pinch-off pitch, zero drain bias: 0.2962 um
Pinch-off pitch, 1 V drain bias: 0.6616 um
Vj at best width: 0.7379 V; w0: 0.1406 um
Best pitch formula: 0.6328 um, numeric: 0.6600 um
Least resistance formula: 2.2098, numeric: 2.2061 mOhm cm2
Doping at best pitch: 4.289e+16 cm^-3
Saturation drain voltage at best pitch: 0.922 V
Delta for 5 % quadratic loss, w 2.0 um: 5.78 %
Delta for 5 % quadratic loss, best pitch: 0.91 %
Mobility at best-pitch doping: 925 cm2/Vs
Best-pitch resistance with it: 2.9246 mOhm cm2
Resistance factor at 400 K from mobility: 1.94
Peak end field: 0.2857 MV/cm
Tunnelling exponent there: 127 (gap 1.12 eV, mass 0.2 m0)
Best doping / band density: 1.53e-03
\end{verbatim}
